# Ewald summation and the image correction for a charged defect

## Question

I have a defect of charge $+2e$ in a cubic silicon supercell with 64 atoms and $L=10.86$ Å, and I take the relative permittivity to be 12. I want the leading correction for the interaction of the defect with its periodic images, which needs the Madelung constant of a simple cubic lattice of point charges in a neutralizing background.

I tried Ewald summation: a real-space sum, a reciprocal-space sum without $\mathbf G=0$, and the self term. The result depends on the splitting parameter. With $\eta L=1.2$ I get 0.656, and with $\eta L=2.6$ I get 2.373. What is missing? Once I have the constant, do I add or subtract the energy, how large is it, and how far can I trust it? Should I also align the electrostatic potential at the cell corner, far from the defect?

## Answer

You have lost a constant that fixes the mean potential. I first show why the mean matters, then do the sum.

### What the constant means

Take $L=1$, unit charges and Gaussian units for now. The charge density is

$$\rho(\mathbf r)=\sum_{\mathbf R}\delta(\mathbf r-\mathbf R)-1 ,$$

where $\mathbf R$ runs over the lattice. The energy per cell is $\frac12\int_{\rm cell}\rho\,\phi\,d^3r$, less the infinite self-energy of the point charge. Adding a constant to $\phi$ changes nothing, because the cell is neutral. We may therefore choose $\int_{\rm cell}\phi\,d^3r=0$. The background term then vanishes, leaving

$$E=\tfrac12\phi'(0)\equiv-\tfrac12\alpha,\qquad \phi'(0)=\lim_{r\to0}\left[\phi(\mathbf r)-\frac1r\right].$$

This simple form holds only with the zero-mean choice. With another zero of potential, the background term must be kept.

### The Ewald sum, including the missing term

Split each point-charge potential:

$$\frac1r=\frac{\operatorname{erfc}(\eta r)}r+\frac{\operatorname{erf}(\eta r)}r .$$

The second part is the potential of a unit Gaussian charge whose Fourier transform is $e^{-k^2/4\eta^2}$. Poisson's equation, $G^2\phi_{\mathbf G}=4\pi\rho_{\mathbf G}$, gives its periodic potential. Omitting $\mathbf G=0$ gives this part zero mean.

The short-range part does not have zero mean. Summing it over the lattice and averaging over one cell is the same as integrating one term over all space:

$$\int\frac{\operatorname{erfc}(\eta r)}r\,d^3r
=4\pi\int_0^\infty r\operatorname{erfc}(\eta r)\,dr
=\frac{4\pi}{\eta^2}\cdot\frac14=\frac{\pi}{\eta^2}.$$

The factor $1/4$ follows by parts: $\int_0^\infty x\operatorname{erfc}x\,dx=\frac1{\sqrt\pi}\int_0^\infty x^2e^{-x^2}dx=\frac14$. This mean must be subtracted, so

$$\phi(\mathbf r)=\sum_{\mathbf R}\frac{\operatorname{erfc}(\eta|\mathbf r-\mathbf R|)}{|\mathbf r-\mathbf R|}
+4\pi\sum_{\mathbf G\ne0}\frac{e^{-G^2/4\eta^2}}{G^2}e^{i\mathbf G\cdot\mathbf r}-\frac{\pi}{\eta^2}.$$

At the origin, remove the charge's own $1/r$. Its $\mathbf R=0$ term becomes $[\operatorname{erfc}(\eta r)-1]/r=-\operatorname{erf}(\eta r)/r\to-2\eta/\sqrt\pi$. Thus

$$-\alpha=\sum_{\mathbf R\ne0}\frac{\operatorname{erfc}(\eta R)}R
+4\pi\sum_{\mathbf G\ne0}\frac{e^{-G^2/4\eta^2}}{G^2}
-\frac{2\eta}{\sqrt\pi}-\frac{\pi}{\eta^2}.$$

The result cannot depend on $\eta$: a periodic potential with a given source and zero mean is unique. Your missing term is the last one. For $\eta=1.2$ it adds $\pi/1.44=2.182$ to your 0.656; for $\eta=2.6$ it adds $\pi/6.76=0.465$ to your 2.373. Both give 2.837 to within rounding.

### Doing it by hand

Choose $\eta=\sqrt\pi$. The last two terms become $-2$ and $-1$. With $\mathbf G=2\pi\mathbf n$, where $\mathbf n$ has integer components, each reciprocal term becomes $e^{-\pi n^2}/(\pi n^2)$. The first three shells are:

| $n^2$ | points | real | reciprocal |
|---|---:|---:|---:|
| 1 | 6 | 0.073133 | 0.082533 |
| 2 | 12 | 0.003333 | 0.003567 |
| 3 | 8 | 0.000065 | 0.000068 |

The columns sum to 0.076531 and 0.086168, so

$$\alpha=3-0.076531-0.086168=2.837301 .$$

The converged value is 2.837297.

### A check without Ewald splitting

Surround each point charge with its own cube of background. Each such cell has no charge, and cubic symmetry removes its dipole, quadrupole and octupole. Its potential falls as $R^{-5}$, so the sum over cells converges absolutely.

For a box of $M^3$ cells with $M$ odd, the potential at the central charge, without its own $1/r$, is

$$\sum_{\mathbf R\ne0}\frac1R-M^2I,\qquad I=\int_{\rm unit\ cube}\frac{d^3r}{r}=2.380077 .$$

The $M^2$ comes from scaling the integral to a cube of edge $M$. Using $M=21,41,81$ and removing errors in $M^{-2}$ and $M^{-4}$ gives $-2.313699$.

This potential does not have zero mean. Its cell average is the space integral of the potential of one neutral cell, which is the $k\to0$ limit of $4\pi\rho(k)/k^2$. For small $k$, cubic symmetry gives $\rho(k)\simeq-\frac{k^2}{6}\int\rho r^2d^3r$. The point charge at the origin contributes nothing to the last integral, and the background gives $-3\times\frac1{12}=-\frac14$. The mean is therefore

$$-\frac{2\pi}{3}\left(-\frac14\right)=\frac{\pi}{6}=0.523599 .$$

Subtracting it gives $-2.313699-0.523599=-2.837298$, in agreement with the Ewald value.

### The defect correction and its sign

Restore the length $L$, the charge $qe$ and a uniform linear medium of relative permittivity $\varepsilon$. The spurious energy per supercell is

$$E_{\rm image}=-\frac{\alpha q^2}{2\varepsilon L}K,\qquad K=\frac{e^2}{4\pi\varepsilon_0}=14.3996\ \text{eV Å}.$$

It is negative because the attraction between the charges and the background outweighs the repulsions. An isolated defect lacks this energy, so you **add**

$$E_1=+\frac{\alpha q^2}{2\varepsilon L}K
=\frac{2.8373\times4\times14.3996}{2\times12\times10.86}\ \text{eV}
=0.627\ \text{eV}.$$

The sign is the same for a negative defect, since $q$ enters squared.

For a deep level, differences matter. Let $E(q)$ be the formation energy with the Fermi energy set to zero, so that the Fermi energy $E_F$ contributes $qE_F$. The $(2+/+)$ level satisfies $E(2)+2E_F=E(1)+E_F$, or $E_F=E(1)-E(2)$. In the same cell the correction for $q=1$ is 0.157 eV, so the level moves by $0.157-0.627=-0.470$ eV, towards the valence band. That is a large part of silicon's gap of roughly 1.1 eV.

With $q$ and $\varepsilon$ fixed, the correction for $q=2$ is still 0.418 eV in a 216-atom cell and 0.314 eV in a 512-atom cell. The $1/L$ decay makes enlarging the cell a slow remedy.

### What comes after the leading term

A real defect charge has a size, and the crystal screens less well at short distances. Let a spherical charge have form factor $F(k)$, and define

$$w(k)=\frac{|F(k)|^2}{\varepsilon(k)}=\frac1\varepsilon+Ck^2+\cdots .$$

The isolated and periodic energies, both including the self-energy, are

$$E_{\rm iso}=\frac{q^2K}{2}\int\frac{d^3k}{(2\pi)^3}\frac{4\pi w}{k^2},\qquad
E_{\rm per}=\frac{q^2K}{2L^3}\sum_{\mathbf G\ne0}\frac{4\pi w(G)}{G^2}.$$

To find their difference, split $w=\varepsilon^{-1}e^{-s^2k^2}+u$, with $s$ a length much smaller than $L$.

- **Gaussian part.** Set $\eta=1/(2s)$ in the Ewald formula with $L$ restored. The self terms cancel between the isolated and periodic energies. Neglecting the exponentially small real-space sum leaves $\frac{q^2K}{\varepsilon}\left[\frac{\alpha}{2L}-\frac{2\pi s^2}{L^3}\right]$.
- **Remainder.** The function $4\pi u/k^2$ is finite at $k=0$, with value $4\pi(C+s^2/\varepsilon)$. If it is short-ranged in real space, Poisson summation says that its integral over $d^3k/(2\pi)^3$ equals its sum over all $\mathbf G$ divided by $L^3$, up to exponentially small terms. The periodic energy omits $\mathbf G=0$, so the difference is $2\pi q^2K(C+s^2/\varepsilon)/L^3$.

The arbitrary $s$ cancels in the total:

$$E_{\rm iso}-E_{\rm per}=q^2K\left[\frac{\alpha}{2\varepsilon L}+\frac{2\pi C}{L^3}\right].$$

As a test, take $\varepsilon=1$ and an exponential cloud $\rho\propto e^{-2r/a}$ with $a=0.08L$. Here $\langle r^2\rangle=3a^2$ and $C=-a^2$. The formula gives 1.378436 in units of $q^2K/L$, and direct evaluation of the integral and lattice sum gives the same figure.

For the defect, $F\simeq1-k^2\langle r^2\rangle/6$, so the charge radius contributes $-\langle r^2\rangle/(3\varepsilon)$ to $C$. For the screening I use a Thomas–Fermi-type model with a gap:

$$\varepsilon(k)=1+\left[\frac1{\varepsilon-1}+\frac{k^2}{\kappa^2}\right]^{-1}.$$

Inverting it gives

$$\frac1{\varepsilon(k)}=1-\left[\frac{\varepsilon}{\varepsilon-1}+\frac{k^2}{\kappa^2}\right]^{-1}
\simeq\frac1\varepsilon+\left(1-\frac1\varepsilon\right)^2\frac{k^2}{\kappa^2}.$$

Take a root-mean-square radius of one bond length, 2.351 Å, and the Thomas–Fermi value $\kappa=\sqrt{4k_F/(\pi a_0)}=2.086$ Å$^{-1}$. Here $a_0$ is the Bohr radius and $k_F=(3\pi^2n)^{1/3}$, with $n$ the density of four valence electrons per atom. The two effects are then $-0.043$ eV and $+0.055$ eV. They nearly cancel, and the total is 0.638 eV. The direct energy difference for a Gaussian charge in this model agrees. The cancellation belongs to these inputs: doubling the radius would make the first effect about $-0.17$ eV and the total about 0.50 eV. The screening term also depends on the model chosen for $\varepsilon(k)$; other common model dielectric functions give roughly $+0.04$ to $+0.09$ eV for the same inputs.

### Do not align at the corner directly

The zero-mean periodic potential is not zero at the corner. For unit charge it is $-0.8019$ in units of $e/(4\pi\varepsilon_0L)$, which becomes $-0.177$ V for your defect. An electron's energy there is raised by 0.177 eV. Using the corner as the host reference would shift the term $qE_V$, where $E_V$ is the valence-band edge, by

$$2\times0.177\ \text{eV}=+0.354\ \text{eV}.$$

In this model that shift is spurious: it treats the image potential as a displacement of the host bands. Subtract the model's periodic potential before reading off any remaining offset. That potential must include the same charge radius and $\varepsilon(k)$ as the energy. In this example they change the corner value from $-0.177$ V to about $-0.21$ V. If you subtract only the point-charge potential, the difference appears as an offset; correcting for it and also adding the size and screening terms above would count the same effects more than once. Nor does the offset fully replace those terms: in this model it would contribute about $+0.066$ eV, whereas they total $+0.011$ eV. The potential contains $F$ once and the energy contains $|F|^2$ with a factor $\frac12$, so the offset reproduces the radius term ($-0.043$ eV) but counts the screening term twice ($+0.109$ eV).

### How this compares with real silicon

The lattice constant of 5.43 Å implied by your cell and the permittivity of 12 are close to typical silicon values. Using 11.7 instead raises $E_1$ by 0.016 eV. For a supercell calculation, use the permittivity that the same electronic-structure method gives.

The fixed cell also stores elastic energy. If the defect would expand the cell by $\Delta V$, linear elasticity puts the fixed cell $B(\Delta V)^2/(2L^3)$ above the same periodic cell relaxed to zero stress. An assumed bulk modulus $B$ of 100 GPa and $\Delta V=10$ Å$^3$ give 0.024 eV. The finite-size error is measured against the isolated defect and is smaller. In an isotropic medium of shear modulus $\mu$ the fixed cell lies $B^2(\Delta V)^2/[2L^3(B+4\mu/3)]$ above the isolated defect, about 0.013 eV for an assumed $\mu=65$ GPa, and this amount is to be subtracted.

All of this assumes that the defect charge is localized. If the defect state spreads across the cell, the charges overlap and the expansion above no longer applies. For a defect charge with a root-mean-square radius near one bond length, these estimates support a correction of about 0.6 eV, with uncertainties of several hundredths of an eV from the effects sized here. The radius is an assumed input and dominates once it is larger: at twice that radius the model gives about 0.5 eV, so read the radius from the calculated defect charge. They do not include errors of the electronic-structure method itself. The numerical output below gives the remaining digits.

## Values computed for the example and the checks

```
Input charge q: 2 e
Input cell edge L: 10.86 angstrom
Input permittivity eps: 12.0
e^2/(4 pi eps0): 14.3996 eV angstrom
Ewald eta*L: 1.772454
Shell n^2=1: 6 points, real 0.073133, reciprocal 0.082533
Shell n^2=2: 12 points, real 0.003333, reciprocal 0.003567
Shell n^2=3: 8 points, real 0.000065, reciprocal 0.000068
Real-space sum, all shells: 0.076533
Reciprocal sum, all shells: 0.086169
Self term: -2.000000
Background term: -1.000000
alpha, three shells: 2.837301
alpha, converged Ewald: 2.83729748
alpha shift, cutoff n=2 to n=8: -2.6e-13
alpha at eta*L=1.2: 2.83729748
  same without background term: 0.655636
alpha at eta*L=2.6: 2.83729748
  same without background term: 2.372565
Cube integral of 1/r: 2.380077
Neutral-cube potential at charge: -2.313699
Mean potential of that sum: 0.523599
alpha, neutral-cube sum: 2.83729748
Exponential cloud a/L: 0.08
  isolated-periodic, direct: 1.378436 q^2/L
  isolated-periodic, formula: 1.378436 q^2/L
LEADING CORRECTION E1, q=2: 0.6270 eV
Leading correction, q=1: 0.1568 eV
Shift of (2+/+) level: -0.4703 eV
E1 for 216 atoms, L=16.29 angstrom: 0.4180 eV
E1 for 512 atoms, L=21.72 angstrom: 0.3135 eV
Charge radius (bond length): 2.351 angstrom
Valence electron density: 0.1999 per angstrom^3
Thomas-Fermi wavevector: 2.086 per angstrom
Effect of charge radius: -0.0434 eV
Effect of short-range screening: +0.0546 eV
E1 plus these two, formula: 0.6382 eV
Same, direct energy difference: 0.6382 eV
Effect of eps 12.0 -> 11.7: +0.0161 eV
Rough bulk modulus: 100 GPa
Rough relaxation volume: 10 angstrom^3
Elastic energy of fixed cell: 0.0244 eV
Corner potential, unit charge: -0.801936 e/L
Corner potential in example: -0.1772 V
Double counting, corner alignment: +0.3544 eV
```
